\section*{Potential Fluctuations from Randomly Placed Screened Dopants, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the variance and its derivation}

\subsection{The result}

Ionized dopants of density $N$ are placed at random in a semiconductor of permittivity $\varepsilon$. Mobile carriers screen each of them over a length $\lambda$. The potential energy of a test charge $e$ then fluctuates from place to place with variance
\begin{equation}
\sigma^2=2\pi C^2N\lambda=\frac{e^4N\lambda}{8\pi\varepsilon^2},
\qquad C=\frac{e^2}{4\pi\varepsilon}.
\label{eq:result}
\end{equation}
The electrostatic potential itself is the energy divided by the charge, so its variance is $\sigma^2/e^2=e^2N\lambda/(8\pi\varepsilon^2)$. An energy spread of $1\,\mathrm{meV}$ corresponds to a potential spread of $1\,\mathrm{mV}$.

The variance is proportional to the product $N\lambda$ when $N$ and $\lambda$ are regarded as independent quantities. In a doped crystal the carriers supplied by the dopants usually determine $\lambda$, and the dependence on $N$ alone is then weaker than linear. The second half treats that case.

\subsection{Assumptions and conventions}

The dopants are singly charged points. Their positions are independent of each other and uniformly distributed. The host is a continuum with $\varepsilon=\varepsilon_r\varepsilon_0$, where $\varepsilon_r$ is its static relative permittivity. SI units are used, so $C$ has the dimension of energy times length. Screening is linear and isotropic, with the same $\lambda$ everywhere.

Take donors first. The function $v(r)>0$ denotes the potential energy of a positive test charge $e$ at distance $r$ from one screened donor. An electron has the energy $-v(r)$. This reversal of sign changes the sign of the mean and mirrors the distribution, but leaves the variance unchanged.

\subsection{The potential of one screened donor}

Let $\phi$ be the electrostatic potential produced by one donor. It attracts electrons and raises their density by $\delta n$. Poisson's equation reads
\begin{equation}
\nabla^2\phi=-\frac{e}{\varepsilon}\left[\delta(\mathbf r)-\delta n(\mathbf r)\right].
\end{equation}
An electron has the potential energy $-e\phi$. If the potential varies slowly, the local electron density is that of a uniform gas whose chemical potential $\mu$ has been raised by $e\phi$. To first order,
\begin{equation}
\delta n=\frac{\mathrm dn}{\mathrm d\mu}\,e\phi .
\end{equation}
Insert this, multiply by $e$, and write $v=e\phi$:
\begin{equation}
\nabla^2v-\frac{v}{\lambda^2}=-4\pi C\,\delta(\mathbf r),
\qquad
\frac1{\lambda^2}=\frac{e^2}{\varepsilon}\frac{\mathrm dn}{\mathrm d\mu}
=4\pi C\frac{\mathrm dn}{\mathrm d\mu}.
\label{eq:screen}
\end{equation}

Away from the origin, set $v=u(r)/r$. For a spherically symmetric function, $\nabla^2(u/r)=u''/r$, so that
\begin{equation}
u''=\frac{u}{\lambda^2},\qquad
u=A\mathrm e^{-r/\lambda}+B\mathrm e^{r/\lambda}.
\end{equation}
The potential must vanish far away, which requires $B=0$. To find $A$, integrate \eqref{eq:screen} over a small ball of radius $a$. The screening term contributes at most $4\pi A\int_0^a r\,\mathrm dr/\lambda^2=2\pi Aa^2/\lambda^2$ in magnitude and disappears as $a\to0$. The divergence theorem turns the first term into a surface integral:
\begin{equation}
4\pi a^2v'(a)=-4\pi A\left(1+\frac a\lambda\right)\mathrm e^{-a/\lambda}
\longrightarrow-4\pi A .
\end{equation}
This must equal $-4\pi C$, hence $A=C$ and
\begin{equation}
v(r)=\frac{C}{r}\,\mathrm e^{-r/\lambda}.
\label{eq:yukawa}
\end{equation}
Near the donor this is the bare Coulomb energy in the host. Well beyond $\lambda$ the carriers hide the donor's charge.

\subsection{Adding independent dopants}

Put $M$ donors in a volume $\Omega$ and let the test charge sit at the origin, far from the boundary. Because screening is linear, the energies add:
\begin{equation}
V=\sum_{i=1}^{M}v_i,\qquad v_i=v(|\mathbf r_i|).
\end{equation}
Each position is uniformly distributed, so the average of a function of one position is
\begin{equation}
\langle f\rangle=\frac1\Omega\int_\Omega f(\mathbf r)\,\mathrm d^3r .
\end{equation}
The mean energy is $\overline V=M\langle v\rangle$, where the bar denotes an average over all arrangements. Square the deviation from the mean:
\begin{equation}
(V-\overline V)^2
=\sum_i\left(v_i-\langle v\rangle\right)^2
+\sum_{i\ne j}\left(v_i-\langle v\rangle\right)\left(v_j-\langle v\rangle\right).
\end{equation}
For $i\ne j$ independence makes the average of the product equal to the product of the averages. Each factor has zero average, and the second sum drops out. The first sum has $M$ equal averages:
\begin{align}
\operatorname{Var}V
&=M\left\langle(v-\langle v\rangle)^2\right\rangle
 =M\left(\langle v^2\rangle-\langle v\rangle^2\right)\notag\\
&=\frac M\Omega\int_\Omega v^2\,\mathrm d^3r
 -\frac M{\Omega^2}\left(\int_\Omega v\,\mathrm d^3r\right)^2\notag\\
&=N\int_\Omega v^2\,\mathrm d^3r
 -\frac1M\left(N\int_\Omega v\,\mathrm d^3r\right)^2 .
\label{eq:finite}
\end{align}
The last line uses $N=M/\Omega$, so that $M/\Omega^2=N^2/M$.

The second term in \eqref{eq:finite} exists because the total number is fixed: a surplus of donors in one region forces a deficit elsewhere. Its size is limited by the integral over all space,
\begin{equation}
\int v\,\mathrm d^3r
=4\pi C\int_0^\infty r\,\mathrm e^{-r/\lambda}\,\mathrm dr
=4\pi C\lambda^2 .
\label{eq:first}
\end{equation}
The subtraction therefore does not exceed $(4\pi CN\lambda^2)^2/M$. It vanishes when $M$ and $\Omega$ grow together at fixed $N$, which leaves
\begin{equation}
\sigma^2=N\int v^2\,\mathrm d^3r .
\label{eq:campbell}
\end{equation}

In a small sample the subtraction matters. Consider 50 dopants in a ball of radius $3\lambda$, with the test charge at the centre and dopants closer than $0.3\lambda$ left out of the sum. In units with $C=\lambda=1$, the leading term of \eqref{eq:finite} is $1.5176$ and the subtraction is $0.3602$. Their difference is $1.1574$, and direct sampling of configurations gives $1.158$.

\subsection{When the number of dopants also fluctuates}

A region cut out of a large crystal does not contain a fixed number of dopants. For independent positions the number in it follows a Poisson distribution as the crystal becomes large. If the mean number is $\overline M$, this distribution has $\overline{M(M-1)}=\overline M^{\,2}$. The square of the sum contains $M$ diagonal terms and $M(M-1)$ pairs, and hence
\begin{align}
\overline{V^2}
&=\overline M\,\langle v^2\rangle+\overline{M(M-1)}\,\langle v\rangle^2
=\overline M\,\langle v^2\rangle+\overline M^{\,2}\langle v\rangle^2,\notag\\
\operatorname{Var}V
&=\overline{V^2}-\left(\overline M\langle v\rangle\right)^2
=\overline M\,\langle v^2\rangle
=N\int_\Omega v^2\,\mathrm d^3r .
\end{align}
The number fluctuation cancels the subtraction in \eqref{eq:finite}, even in a finite region. Both ways of counting agree in the infinite crystal.

\subsection{The integral}

Insert \eqref{eq:yukawa} in \eqref{eq:campbell}. The factor $r^2$ of the volume element cancels the $1/r^2$ in $v^2$:
\begin{align}
\sigma^2
&=N\int_0^\infty4\pi r^2\,\frac{C^2}{r^2}\,\mathrm e^{-2r/\lambda}\,\mathrm dr
=4\pi C^2N\int_0^\infty\mathrm e^{-2r/\lambda}\,\mathrm dr\notag\\
&=4\pi C^2N\,\frac\lambda2
=2\pi C^2N\lambda .
\end{align}
The squared screening factor $\mathrm e^{-2r/\lambda}$ decays over $\lambda/2$, which is the origin of the factor $1/2$. With $C^2=e^4/(16\pi^2\varepsilon^2)$, the prefactor becomes $2\pi/(16\pi^2)=1/(8\pi)$. This is \eqref{eq:result}.

\subsection{Why density times screening length}

A counting estimate shows the origin of the two factors. A region of size $\lambda$ holds about $N\lambda^3$ dopants, and this number fluctuates by about $\sqrt{N\lambda^3}$. One extra dopant at a distance of order $\lambda$ changes the energy by about $C/\lambda$. The variance is therefore of order
\begin{equation}
\left(\frac C\lambda\right)^2N\lambda^3=C^2N\lambda .
\end{equation}
The factor $N$ comes from independent counting. The single power of $\lambda$ is what remains of a volume $\lambda^3$ after division by the square of a distance.

The integral tells more than this estimate. Before the exponential sets in, every shell of equal thickness contributes equally: the number of dopants in it grows as $r^2$, while the squared energy of each falls as $1/r^2$. The variance thus accumulates linearly with distance until screening stops it.

Without screening nothing stops it. Take $v=C/r$ and a fixed number of dopants in a ball of radius $R$ around the test charge. The two integrals are
\begin{equation}
\int v^2\,\mathrm d^3r=4\pi C^2R,\qquad
\int v\,\mathrm d^3r=2\pi CR^2 .
\end{equation}
With $M=4\pi NR^3/3$, equation \eqref{eq:finite} gives
\begin{equation}
\operatorname{Var}V
=4\pi C^2NR-\frac{3\,(2\pi CNR^2)^2}{4\pi NR^3}
=4\pi C^2NR-3\pi C^2NR=\pi C^2NR .
\end{equation}
The variance grows with the size of the sample. Fixing the total charge reduces the coefficient but does not cure the growth. For independently placed dopants, a finite variance in a large crystal thus depends on screening.

\subsection{The mean and the neutral background}

By \eqref{eq:first}, the mean of the summed donor energies is
\begin{equation}
\overline V=N\int v\,\mathrm d^3r=4\pi CN\lambda^2 .
\label{eq:mean}
\end{equation}
This number needs care. The uniform part of the donor charge is already neutralized by the carriers of the uniform reference crystal. The charge that disturbs this reference has the number density $\sum_i\delta(\mathbf r-\mathbf r_i)-N$. A uniform source $-N$ in \eqref{eq:screen} produces a uniform response $w$ with
\begin{equation}
-\frac{w}{\lambda^2}=4\pi CN,\qquad w=-4\pi CN\lambda^2 .
\end{equation}
It cancels \eqref{eq:mean}. The fluctuating energy measured from the neutral reference is $V-\overline V$, with mean zero and variance $\sigma^2$. A constant shift does not affect a variance, so \eqref{eq:result} holds with or without this background.

\subsection{Donors and acceptors together}

An ionized acceptor contributes $-v$ instead of $v$. Let the densities be $N_D$ and $N_A$, all positions being independent. The total is $V=V_D-V_A$, and the variance of a difference of independent quantities is the sum of their variances:
\begin{equation}
\sigma^2=2\pi C^2\lambda\,(N_D+N_A),\qquad
\overline V=4\pi C\lambda^2(N_D-N_A).
\label{eq:mixed}
\end{equation}
Compensation cancels charge on average, but it does not cancel randomness. The same argument for charges $Z_je$ of density $N_j$ replaces $N$ by $\sum_jN_jZ_j^2$.

\subsection{When positions are correlated}

Independence was used to discard the terms with $i\ne j$. Suppose instead that dopants of one sign form a homogeneous arrangement in a large crystal, with pair density $N^2g(|\mathbf r-\mathbf r'|)$. Here $g=1$ describes independent positions. The pair terms in $\overline{V^2}$ are then $N^2\iint g\,v(r)v(r')\,\mathrm d^3r\,\mathrm d^3r'$. Subtracting the squared mean gives
\begin{equation}
\operatorname{Var}V=N\int v^2\,\mathrm d^3r
+N^2\iint\left[g(|\mathbf r-\mathbf r'|)-1\right]v(r)v(r')
\,\mathrm d^3r\,\mathrm d^3r' .
\end{equation}
Since $v>0$, an arrangement in which $g\le1$ everywhere, and $g<1$ at some separations, has a smaller variance than \eqref{eq:result}. Clustering with $g\ge1$ has the opposite effect. The proportionality to $N\lambda$ is therefore a statement about independent positions. It is not a general property of screened charges.

\section{Second half: correlations, limits and numbers}

\subsection{Symbols and results carried over}

One screened dopant at distance $r$ gives a test charge $e$ the energy $v(r)=C\mathrm e^{-r/\lambda}/r$, with $C=e^2/(4\pi\varepsilon)$ and screening length $\lambda$. Independently placed dopants of density $N$ give the summed energy $V$ the mean $4\pi CN\lambda^2$ and the variance $\sigma^2=2\pi C^2N\lambda$. The screening length follows from the response of the carrier density $n$ to the chemical potential $\mu$: $1/\lambda^2=4\pi C\,\mathrm dn/\mathrm d\mu$. An electron has the energy $-V$, and the neutral background removes the mean.

For independently placed, linearly screened dopants, the variance of the potential energy is $\sigma^2=2\pi C^2N\lambda$. What remains is how far the fluctuations extend, when their distribution is Gaussian, what changes when the carriers themselves determine $\lambda$, and what the result means for the band gap.

All numerical values are calculated from the stated model.
